# Why cotunneling enhances magnetoresistance in a ferromagnetic single-electron device: a program that tests the result

```python
"""
Result under test: for a ferromagnetic island between two mutually parallel
ferromagnetic leads, inelastic cotunneling has
    MR = R_AP/R_P - 1 = 4 P^2/(1-P^2)^2,
whereas sequential tunneling has 2 P^2/(1-P^2).
P: density-of-states polarization of every electrode.
"P" / "AP" configuration: island moment parallel / antiparallel to both leads.
G1, G2: junction conductances; G0: their spin-averaged reference value.
E1, E2: energy costs of adding / removing one island electron.
Tests use e = hbar = k_B = 1; the worked device uses meV, K and siemens.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, exprel


def mr_sequential(p):
    return 2*p**2/(1 - p**2)


def mr_inelastic(p):
    return 4*p**2/(1 - p**2)**2


def mr_elastic(p):
    return 4*p**2/(1 - p**2)


# ---- Many-electron second-order amplitudes in Fock space ----
def hop(state, target, source):
    """Apply c^dagger_target c_source; return the new state and fermion sign."""
    if not (state >> source) & 1:
        return None
    sign = (-1)**bin(state & ((1 << source) - 1)).count("1")
    state ^= 1 << source
    if (state >> target) & 1:
        return None
    sign *= (-1)**bin(state & ((1 << target) - 1)).count("1")
    return state | (1 << target), sign


def fock_cotunneling(left, island, right, e_add, e_remove):
    """Arguments left, island, right are (up, down) orbital counts.
    Return summed inelastic probability and probability-weighted spin change."""
    orbitals = []
    initial = 0
    for region, counts, filled in (("L", left, True), ("I", island, False),
                                   ("I", island, True), ("R", right, False)):
        for spin, count in zip((1, -1), counts):
            for _ in range(count):
                if filled:
                    initial |= 1 << len(orbitals)
                orbitals.append((region, spin))
    pairs = [(a, b) for a, (ra, sa) in enumerate(orbitals)
             for b, (rb, sb) in enumerate(orbitals)
             if sa == sb and (ra == "I") != (rb == "I")]

    def charge(state, region):
        return sum((state >> k) & 1 for k, o in enumerate(orbitals)
                   if o[0] == region)

    island_mask = sum(1 << k for k, o in enumerate(orbitals) if o[0] == "I")
    n_start = {r: charge(initial, r) for r in "LIR"}
    final = {}
    for a, b in pairs:
        first = hop(initial, a, b)
        if first is None:
            continue
        middle, sign1 = first
        cost = e_add if charge(middle, "I") > n_start["I"] else e_remove
        for c, d in pairs:
            second = hop(middle, c, d)
            if second is not None:
                state, sign2 = second
                final[state] = final.get(state, 0.0) - sign1*sign2/cost
    total = spin_change = 0.0
    for state, amplitude in final.items():
        transferred = (charge(state, "L") == n_start["L"] - 1
                       and charge(state, "R") == n_start["R"] + 1)
        if transferred and (state ^ initial) & island_mask:
            change = sum(o[1]*(((state >> k) & 1) - ((initial >> k) & 1))
                         for k, o in enumerate(orbitals) if o[0] == "I")
            total += amplitude**2
            spin_change += amplitude**2*change
    return total, spin_change/total


major, minor, equal = (3, 1), (1, 3), (2, 2)
fock_p = (major[0] - major[1])/sum(major)
prob_par, spin_par = fock_cotunneling(major, major, major, 1.0, 2.0)
prob_anti, spin_anti = fock_cotunneling(major, minor, major, 1.0, 2.0)
_, spin_opposed = fock_cotunneling(major, major, minor, 1.0, 2.0)
normal_par, _ = fock_cotunneling(major, equal, major, 1.0, 2.0)
normal_opp, _ = fock_cotunneling(major, equal, minor, 1.0, 2.0)
fock_mr = prob_par/prob_anti - 1
normal_mr = normal_par/normal_opp - 1
pairs_par = np.dot(major, major)
assert abs(prob_par - pairs_par**2*(1/1.0 + 1/2.0)**2) < 1e-9
assert abs(fock_mr - mr_inelastic(fock_p)) < 1e-10
assert abs(spin_par) < 1e-10 and abs(spin_anti) < 1e-10
assert abs(spin_opposed) > 0.1
assert abs(normal_mr) < 1e-10

# ---- Golden-rule phase space and conductance prefactor, temperature = 1 ----
step = 0.1
grid = np.arange(-60, 60 + step/2, step)


def pair_space(energy):
    energy = np.atleast_1d(energy)
    return step*np.sum(expit(grid)*expit(energy[:, None] - grid), axis=1)


def four_particle_space(energy):
    return step*np.sum(pair_space(grid)*pair_space(energy - grid))


bias = 1.0
space_numeric = four_particle_space(bias)
space_formula = bias*(bias**2 + (2*np.pi)**2)/(6*(1 - np.exp(-bias)))
assert abs(space_numeric/space_formula - 1) < 1e-8
dos = np.array([1.4, 0.6])
t1_sq, t2_sq, cost1, cost2 = 1e-3, 2e-3, 40.0, 70.0
single_drive = (pair_space(bias)[0] - pair_space(-bias)[0])/bias
g1_test = 2*np.pi*t1_sq*np.sum(dos*dos)*single_drive
g2_test = 2*np.pi*t2_sq*np.sum(dos*dos)*single_drive
spin_sum = sum(dos[s]**2*dos[q]**2 for s in range(2) for q in range(2))
current_micro = (2*np.pi*t1_sq*t2_sq*spin_sum*(1/cost1 + 1/cost2)**2
                 * (space_numeric - four_particle_space(-bias)))
current_formula = (g1_test*g2_test/(12*np.pi)*(1/cost1 + 1/cost2)**2
                   * bias*(bias**2 + (2*np.pi)**2))
assert abs(current_micro/current_formula - 1) < 1e-8

# ---- Zero-temperature bias correction with full energy denominators ----
bias_ratio = 0.2


def full_kernel(w):
    denominator = 1 - bias_ratio/2
    return w*(bias_ratio - w)*(1/(denominator + w)
                              + 1/(denominator + bias_ratio - w))**2


full_integral = quad(full_kernel, 0, bias_ratio, epsabs=1e-13)[0]
bias_correction = full_integral/(4*bias_ratio**3/6)
assert abs(bias_correction - (1 + bias_ratio**2/10)) < 1e-4


# ---- Sequential transport: charge master equation against series formula ----
def master_current(g1, g2, temperature, gate, voltage):
    n = np.arange(-30, 30)
    gap = 2*(n - gate) + 1
    x1 = (gap - voltage/2)/temperature
    x2 = (gap + voltage/2)/temperature
    up1, down1 = g1*temperature/exprel(x1), g1*temperature/exprel(-x1)
    up2, down2 = g2*temperature/exprel(x2), g2*temperature/exprel(-x2)
    log_p = np.r_[0, np.cumsum(np.log((up1 + up2)/(down1 + down2)))]
    prob = np.exp(log_p - log_p.max())
    prob /= prob.sum()
    return np.sum(prob[:-1]*up1 - prob[1:]*down1)


def master_conductance(g1, g2, temperature, gate):
    """Central difference: removes the rectified current, even in voltage."""
    voltage = 1e-3*temperature
    forward = master_current(g1, g2, temperature, gate, voltage)
    backward = master_current(g1, g2, temperature, gate, -voltage)
    return (forward - backward)/(2*voltage)


def series_conductance(g1, g2, thermal_energy, charging, gate=0.0):
    n = np.arange(-30, 31)
    energy = charging*(n - gate)**2
    prob = np.exp(-(energy - energy.min())/thermal_energy)
    prob /= prob.sum()
    gap = charging*(2*(n - gate) + 1)
    return g1*g2/(g1 + g2)*np.sum(prob/exprel(gap/thermal_energy))


pol = 0.4
master_mr = []
for temperature in (0.2, 5.0):
    values = []
    for factor in (1 + pol**2, 1 - pol**2):
        g_master = master_conductance(factor, 3*factor, temperature, 0.15)
        g_series = series_conductance(factor, 3*factor, temperature, 1.0, 0.15)
        assert abs(g_master/g_series - 1) < 1e-5
        values.append(g_master)
    master_mr.append(values[0]/values[1] - 1)
assert max(abs(m - mr_sequential(pol)) for m in master_mr) < 1e-8

# ---- Elastic transport: coherent sum over levels with random phases ----
rng = np.random.default_rng(12)
cutoff = 40.0
mean_square = []
for density in (10*(1 + pol)/2, 10*(1 - pol)/2):
    count = int(round(cutoff*density))
    levels = (np.arange(count) + 0.5)/density
    weights = np.r_[1/(1 + levels), -1/(1 + levels)]
    total_square = 0.0
    for _ in range(20):
        phases = np.exp(2j*np.pi*rng.random((2000, len(weights))))
        total_square += np.sum(np.abs(phases @ weights)**2)
    mean_square.append(total_square/40000)
    expected = density*2*(1 - 1/(1 + cutoff))
    assert abs(mean_square[-1]/expected - 1) < 0.03  # sampling error about 0.5%
lead_major, lead_minor = (1 + pol)**2, (1 - pol)**2
elastic_par = lead_major*mean_square[0] + lead_minor*mean_square[1]
elastic_anti = lead_minor*mean_square[0] + lead_major*mean_square[1]
sampled_elastic_mr = elastic_par/elastic_anti - 1
assert abs(sampled_elastic_mr - mr_elastic(pol)) < 0.04  # about five sigma

# ---- Worked symmetric device ----
charging_mev = 10.0
spacing_mev = 0.001
reference_resistance = 500e3
g0 = 1/reference_resistance
hbar_over_e2 = const.hbar/const.e**2
kb_mev = const.k/const.e*1e3


def contributions(temperature, parallel):
    thermal = kb_mev*temperature
    lead = np.array([1 + pol, 1 - pol])
    island = lead if parallel else lead[::-1]
    g_spin = g0*lead*island/2
    g_junction = g_spin.sum()
    inverse_cost = 2/charging_mev
    sequential = series_conductance(g_junction, g_junction, thermal, charging_mev)
    inelastic = (np.pi/3*hbar_over_e2*g_junction**2
                 * thermal**2*inverse_cost**2)
    elastic = (hbar_over_e2/(2*np.pi)*inverse_cost
               * np.sum(g_spin**2*spacing_mev/island))
    return np.array([sequential, inelastic, elastic])


def total_mr(temperature):
    return (contributions(temperature, True).sum()
            / contributions(temperature, False).sum() - 1)


def crossover(first, second, low, high):
    def log_ratio(temperature):
        c = contributions(temperature, True)
        return np.log(c[first]/c[second])
    return brentq(log_ratio, low, high)


t_upper = crossover(0, 1, 4, 20)
t_lower = crossover(1, 2, 0.01, 4)
assert abs(total_mr(4) - mr_inelastic(pol)) < 0.01
assert abs(total_mr(0.01) - mr_elastic(pol)) < 0.01
assert mr_sequential(pol) < total_mr(20) < 0.5

print(f"Polarization P = {pol:.2f} (dimensionless)")
print(f"Charging cost E1 = E2 = {charging_mev:.1f} meV")
print(f"Island level spacing per spin = {spacing_mev:.3f} meV")
print(f"Reference junction resistance 1/G0 = {reference_resistance/1e3:.0f} kohm")
print(f"hbar/e^2 = {hbar_over_e2:.1f} ohm")
print(f"h/e^2 = {2*np.pi*hbar_over_e2/1e3:.3f} kohm")
print(f"Junction conductance, P = {g0*(1+pol**2)*1e9:.1f} nS")
print(f"Junction conductance, AP = {g0*(1-pol**2)*1e9:.1f} nS")
print(f"Junction conductance ratio P/AP = {(1+pol**2)/(1-pol**2):.4f}")
print(f"Sequential MR = {100*mr_sequential(pol):.2f} %")
print(f"Inelastic cotunneling MR = {100*mr_inelastic(pol):.2f} %")
print(f"Elastic cotunneling MR = {100*mr_elastic(pol):.2f} %")
print(f"Inelastic/sequential MR = {mr_inelastic(pol)/mr_sequential(pol):.4f}")
print(f"Thermal energy at 4 K = {kb_mev*4:.4f} meV")
for label, parallel in (("P", True), ("AP", False)):
    inelastic_4k = contributions(4, parallel)[1]
    print(f"Inelastic conductance at 4 K, {label} = {inelastic_4k*1e9:.5f} nS")
print(f"Sequential = inelastic (P) at T = {t_upper:.2f} K")
print(f"Inelastic = elastic (P) at T = {t_lower:.3f} K")
print("T (K); P conductances seq, inelastic, elastic (nS); total MR (%)")
for temperature in (0.05, 0.1, 0.3, 1, 4, 8, 10, 12, 15, 20):
    s, i, e = contributions(temperature, True)*1e9
    print(f"{temperature:5.2f}  {s:.3e}  {i:.3e}  {e:.3e}"
          f"  {100*total_mr(temperature):.2f}")
print(f"Fock test: P = {fock_p:.2f}, inelastic MR = {100*fock_mr:.2f} %")
print(f"Fock probability sums P, AP = {prob_par:.2f}, {prob_anti:.2f} (arb. units)")
print(f"Spin change per event, P and AP = {abs(spin_par):.3f},"
      f" {abs(spin_anti):.3f} (units hbar/2)")
print(f"Spin change per event, opposed leads = {spin_opposed:.3f} (units hbar/2)")
print(f"Nonmagnetic-island inelastic MR = {100*abs(normal_mr):.2f} %")
print(f"Master-equation MR at kT/E_C = 0.2, 5 (gate offset 0.15):"
      f" {100*master_mr[0]:.2f}, {100*master_mr[1]:.2f} %")
print(f"Random-phase elastic MR = {100*sampled_elastic_mr:.2f} %")
print(f"Current correction at eV/E_C = {bias_ratio:.1f}, T = 0:"
      f" {bias_correction:.5f} (factor)")
print("tests ok")
```

Printed output:

```
Polarization P = 0.40 (dimensionless)
Charging cost E1 = E2 = 10.0 meV
Island level spacing per spin = 0.001 meV
Reference junction resistance 1/G0 = 500 kohm
hbar/e^2 = 4108.2 ohm
h/e^2 = 25.813 kohm
Junction conductance, P = 2320.0 nS
Junction conductance, AP = 1680.0 nS
Junction conductance ratio P/AP = 1.3810
Sequential MR = 38.10 %
Inelastic cotunneling MR = 90.70 %
Elastic cotunneling MR = 76.19 %
Inelastic/sequential MR = 2.3810
Thermal energy at 4 K = 0.3447 meV
Inelastic conductance at 4 K, P = 0.11005 nS
Inelastic conductance at 4 K, AP = 0.05771 nS
Sequential = inelastic (P) at T = 11.40 K
Inelastic = elastic (P) at T = 0.237 K
T (K); P conductances seq, inelastic, elastic (nS); total MR (%)
 0.05  0.000e+00  1.720e-05  3.871e-04  76.76
 0.10  0.000e+00  6.878e-05  3.871e-04  78.24
 0.30  9.128e-163  6.190e-04  3.871e-04  84.85
 1.00  1.077e-45  6.878e-03  3.871e-04  89.87
 4.00  1.693e-08  1.100e-01  3.871e-04  90.65
 8.00  1.688e-02  4.402e-01  3.871e-04  88.05
10.00  2.457e-01  6.878e-01  3.871e-04  73.33
12.00  1.416e+00  9.904e-01  3.871e-04  55.78
15.00  7.834e+00  1.548e+00  3.871e-04  44.68
20.00  4.054e+01  2.751e+00  3.871e-04  40.56
Fock test: P = 0.50, inelastic MR = 177.78 %
Fock probability sums P, AP = 225.00, 81.00 (arb. units)
Spin change per event, P and AP = 0.000, 0.000 (units hbar/2)
Spin change per event, opposed leads = 0.800 (units hbar/2)
Nonmagnetic-island inelastic MR = 0.00 %
Master-equation MR at kT/E_C = 0.2, 5 (gate offset 0.15): 38.10, 38.10 %
Random-phase elastic MR = 76.87 %
Current correction at eV/E_C = 0.2, T = 0: 1.00403 (factor)
tests ok
```
